Hyperbolic-Sine Drift of Hopping Ions and the Nernst-Einstein Mobility, part 1

(Sections cited here and not found follow in the second part.)

## I. From hop rates to the drift law

**The physical question**

Put 1 V across an oxide film 5 nm thick, as in a resistive memory cell, and the field inside is 0.2 V/nm, or 2 MV/cm. Suppose that an oxygen vacancy of charge +2e moves through the film by hops of 0.25 nm. In one hop along the field it gains 2 × 0.25 × 0.2 = 0.10 eV. The thermal energy kT at 300 K is 0.026 eV, so the field does about four times kT of work in a single hop.

A mobility, meaning a constant ratio of drift velocity to field, describes a weak bias on a motion that is otherwise random. Here the bias is not weak. We need the drift velocity at any ratio of field energy to thermal energy, and we need to see how the constant mobility emerges when that ratio is small.

**The model**

A carrier of charge q = Ze sits on a row of equivalent sites, x = na, where n is an integer and a is the hop length. Without a field its potential energy U₀(x) has period a, a minimum at each site and one maximum between neighbouring sites. The barrier height E is the difference between maximum and minimum. The barrier is symmetric about its midpoint, so the maximum, called the saddle, lies at a/2 from each site.

Five assumptions are made at the start. The carriers are so dilute that they do not influence each other. Their motion is classical. The barrier is much higher than kT, so a carrier spends nearly all its time near the sites. After each hop it comes to thermal equilibrium in its new well before it hops again, so that successive hops are independent. Each hop leads to a nearest neighbour.

In a crystal the surrounding ions also move when the carrier hops. Their influence is represented here by the values of E and of an effective mass m. For a vacancy, the body that moves is a neighbouring ion, which jumps into the empty site. If an oxygen ion of charge −2e moves by −a, the charge displacement is (−2e)(−a) = +2ea. This is the same as moving a charge +2e by +a, so the vacancy may be treated as a positive carrier.

**The hop rate without a field**

In thermal equilibrium, the probability density of finding the carrier at position x with velocity w, given that it is in one particular well, is

p(x,w) = [exp(−U₀(x)/kT) / Q] √(m/2πkT) exp(−mw²/2kT),  (1)

with the configuration integral taken over that well, from saddle to saddle,

Q = ∫ exp(−U₀(x)/kT) dx.

The velocity factor in (1) is normalized to one. The rate of crossing the right-hand saddle is the outward flux there. Only positive velocities count:

Γ₀ = ∫₀^∞ w p(a/2,w) dw.

The velocity integral is elementary, because w exp(−mw²/2kT) is the derivative of −(kT/m) exp(−mw²/2kT):

√(m/2πkT) ∫₀^∞ w exp(−mw²/2kT) dw = √(m/2πkT) (kT/m) = √(kT/2πm).

Therefore

Γ₀ = √(kT/2πm) exp(−U₀(a/2)/kT) / Q.  (2)

This expression assumes that every carrier crossing the saddle settles in the next well. If friction sends some of them straight back, (2) is too large. That possibility is taken up in the second half.

Now set U₀ = 0 at the minimum, so that U₀(a/2) = E. Since kT is much smaller than E, the integral Q comes mainly from the bottom of the well, where U₀ ≈ mω²x²/2. Extending the limits to infinity changes little, and the Gaussian integral gives

Q ≈ √(2πkT/mω²).

Inserting this in (2),

Γ₀ ≈ √(kT/2πm) √(mω²/2πkT) exp(−E/kT) = (ω/2π) exp(−E/kT).

With the attempt frequency ν = ω/2π,

Γ₀ = ν exp(−E/kT).  (3)

Γ₀ is the rate in one direction. A carrier on the row has two neighbours and leaves its site at the total rate 2Γ₀. Keeping this convention in view prevents a factor of two from being lost in the diffusion coefficient.

**How the field changes the barriers**

Let F be the uniform macroscopic field, that is, the applied voltage divided by the film thickness. Take F along +x. The potential energy becomes

U(x) = U₀(x) − qFx.  (4)

For a carrier starting at x = 0, the field lowers the right-hand saddle by approximately qFa/2 and raises the left-hand one by the same amount. The factor 1/2 appears because the carrier has travelled half a hop when it reaches the saddle.

The field also moves the stationary points, and we must check that this does not spoil the first-order result. Near the minimum write U₀ = Kx²/2, with K the curvature of the well. Then

U = Kx²/2 − qFx,

which is stationary at x = qF/K and has the value −(qF)²/2K there. The change is of second order in F. Near the right-hand saddle write x = a/2 + y and U₀ = E − K′y²/2, with K′ > 0. Then

U = E − qFa/2 − K′y²/2 − qFy.

This is stationary at y = −qF/K′, where its value is E − qFa/2 + (qF)²/2K′. Subtracting the energy of the minimum gives the barrier to a forward hop. The left-hand saddle differs only in the sign of its first-order term. Through second order for these parabolic pieces,

E± = E ∓ qaF/2 + ((qF)²/2)(1/K + 1/K′).  (5)

The upper sign belongs to the forward hop. The last term is positive and is the same for both directions. The simple law follows when this term is much smaller than kT, so that it can be dropped:

E± = E ∓ qaF/2.  (6)

A crystal is polarizable, and it may be asked whether the enhanced local field at the ion should replace F in (6). Symmetry answers this to first order. At fixed macroscopic field, the first-order energy change of a configuration is −F times its dipole moment along the field. Let P₁ and P₂ be the dipole moments with the carrier at two neighbouring sites, including the response of the surroundings, and let Pₛ be the value at the saddle. Measure all three from the midpoint of the hop, and let that midpoint be an inversion centre of the pair of configurations. Inversion exchanges the two sites, so P₂ = −P₁. It leaves the saddle configuration unchanged, so Pₛ = 0. One full hop carries the charge q through the distance a, hence P₂ − P₁ = qa. It follows that P₁ = −qa/2 and

Pₛ − P₁ = qa/2.

The shift in (6) therefore contains the macroscopic field and the transported charge. Polarizability can enter at second order, through the difference between the polarizabilities of the saddle and site configurations. That contribution is not included in (5).

**The two rates and detailed balance**

If the attempt frequency is unchanged to the order considered, (3) and (6) give

Γ₊ = Γ₀ exp(u),  Γ₋ = Γ₀ exp(−u),  (7)

with the dimensionless field

u = qaF/2kT.  (8)

The quantity u compares the work done by the field over half a hop with kT. The ratio of the rates is

Γ₊/Γ₋ = exp(2u) = exp(qaF/kT).  (9)

This ratio has a meaning beyond the present barrier model. Suppose that blocking walls at the ends of the row stop any steady current. In equilibrium, the numbers of hops in the two directions between sites n and n+1 must balance, so PₙΓ₊ = Pₙ₊₁Γ₋. The potential energy at site n+1 is lower by qaF, and the Boltzmann distribution requires Pₙ₊₁/Pₙ = exp(qaF/kT). This is just (9). A symmetric correction that multiplies both rates by the same factor leaves the ratio intact.

**Mean displacement and spread**

Let Pₙ(t) be the probability that the carrier is at site n. It reaches this site from the left at rate Γ₊, reaches it from the right at rate Γ₋, and leaves it at rate Γ₊ + Γ₋:

dPₙ/dt = Γ₊Pₙ₋₁ + Γ₋Pₙ₊₁ − (Γ₊ + Γ₋)Pₙ.  (10)

The row is taken as unbounded. Multiply (10) by n and sum over all n. Relabelling the summation index gives

Σ nPₙ₋₁ = Σ (n+1)Pₙ = ⟨n⟩ + 1,

Σ nPₙ₊₁ = Σ (n−1)Pₙ = ⟨n⟩ − 1.

The terms containing ⟨n⟩ cancel, leaving

d⟨n⟩/dt = Γ₊ − Γ₋.  (11)

For the second moment, multiply (10) by n² instead. The same relabelling replaces n² by (n+1)² in the first term and by (n−1)² in the second, so

d⟨n²⟩/dt = Γ₊⟨2n+1⟩ + Γ₋⟨−2n+1⟩
= 2⟨n⟩(Γ₊ − Γ₋) + Γ₊ + Γ₋.

The variance is ⟨n²⟩ − ⟨n⟩². Its derivative contains −2⟨n⟩ d⟨n⟩/dt, which by (11) cancels the first term on the right. Thus

d(⟨n²⟩ − ⟨n⟩²)/dt = Γ₊ + Γ₋.  (12)

The drift velocity is v = a d⟨n⟩/dt. From (11) and (7),

v = aΓ₀[exp(u) − exp(−u)] = 2aΓ₀ sinh u.

Written out in full,

v = 2aν exp(−E/kT) sinh(qaF/2kT).  (13)

This is the hyperbolic-sine law. It is an odd function of F, so reversing the field reverses the drift. A negative carrier drifts against the field for the same reason.

**The Nernst-Einstein mobility**

At zero field both rates equal Γ₀. For a carrier that starts at a known site, (12) then gives a position variance of 2a²Γ₀t. The diffusion coefficient D in one dimension is defined by a variance of 2Dt, so

D = a²Γ₀.  (14)

For small u, sinh u = u + u³/6 + …, and (13) becomes

v = 2aΓ₀u(1 + u²/6 + …) = (qa²Γ₀/kT) F (1 + u²/6 + …).  (15)

The coefficient of F in the weak-field limit is the mobility:

μ = qa²Γ₀/kT = qD/kT.  (16)

This is the Nernst-Einstein relation. The barrier, the attempt frequency and the hop length have cancelled from the ratio μ/D = q/kT. They affect drift and diffusion equally, because the same hops produce both.

The relation can also be read from equilibrium. If c(x) is the number of carriers per unit length, the weak-field current is cμF − D dc/dx. With blocking walls this current vanishes, while c is proportional to exp(qFx/kT). Then dc/dx = qFc/kT, and the balance gives μ = qD/kT again.

At finite field, (12) defines a spreading coefficient D(F) = a²(Γ₊ + Γ₋)/2 = a²Γ₀ cosh u. Dividing (13) by this coefficient gives

v/D(F) = (2/a) tanh u = (qF/kT)(tanh u)/u.  (17)

The factor (tanh u)/u tends to one in weak fields and falls below one as u grows. The simple relation between drift and spreading is therefore a weak-field result, although detailed balance (9) continues to hold.

**Strong fields and temperature dependence**

When u is large, the backward rate is smaller than the forward rate by exp(−2u). Dropping it gives

v ≈ aΓ₀ exp(u) = aν exp[−(E − qaF/2)/kT].  (18)

The field then acts as a reduction of the activation energy. The crossover between proportional and exponential behaviour is set by u = 1, or F = 2kT/(qa). A longer hop or a larger charge lowers this field, and a higher temperature raises it.

The apparent activation energy at any field follows from differentiating ln v with respect to 1/kT, with ν, E and F fixed. Since du/d(1/kT) = qaF/2,

E_app = −d ln v/d(1/kT) = E − (qaF/2) coth u.  (19)

For large u, coth u tends to one and E_app tends to E − qaF/2, in agreement with (18). For small u, coth u ≈ 1/u and E_app tends to E − kT. The term −kT comes from the factor 1/T in the mobility (16), and does not represent a lowering of the barrier.

## II. Limits of the law and an oxide memory cell

**Symbols and results carried over**

A carrier of charge q = Ze hops a distance a over a symmetric barrier of height E. Its attempt frequency is ν, and Γ₀ = ν exp(−E/kT) is its zero-field rate in one direction. In a field F the dimensionless variable is u = qaF/2kT, and the forward and backward rates are Γ± = Γ₀ exp(±u). The drift velocity is v = 2aΓ₀ sinh u, equation (13). In weak fields v = μF, with μ = qD/kT and D = a²Γ₀. These results rest on a barrier shift linear in the field. We now test that step on a definite potential, and then put in numbers.

**A cosine barrier**

Take

U(x) = (E/2)[1 − cos(2πx/a)] − qFx.  (20)

At zero field the curvature at the minimum is (E/2)(2π/a)² = 2π²E/a². The curvature at the maximum has the same magnitude. Equating the former to mω² gives ω = (π/a)√(2E/m), and division by 2π yields

ν = (1/a)√(E/2m).  (21)

With a field, write θ = 2πx/a. The condition dU/dx = 0 becomes

sin θ = γ,  γ = qaF/(πE).  (22)

For 0 ≤ γ < 1 the minimum is at θ₀ = arcsin γ and the next maximum on the right is at π − θ₀. The cosine equals √(1−γ²) at the minimum and −√(1−γ²) at the maximum. The periodic part of the energy therefore rises by E√(1−γ²). The distance between the two points is a(π − 2θ₀)/2π, so the field term changes by

−qFa(π − 2θ₀)/2π = −qaF/2 + qaFθ₀/π.

Since qaF/π = Eγ, the forward barrier is the upper-sign case of

E± = E[√(1−γ²) + γ arcsin γ] ∓ qaF/2.  (23)

The left-hand maximum lies one period before the right-hand one. Its energy is higher by qaF, which gives the lower sign.

For small γ, √(1−γ²) ≈ 1 − γ²/2 and γ arcsin γ ≈ γ². The bracket is then 1 + γ²/2, and both barriers rise by

Eγ²/2 = (qaF)²/(2π²E).  (24)

The general formula (5) gives the same result when both curvatures are set to 2π²E/a². The curvature at the minimum is also reduced by the factor √(1−γ²), and a frequency varies as the square root of a curvature. The harmonic rates in both directions are therefore multiplied by

C(F) = (1−γ²)^(1/4) exp{−E[√(1−γ²) + γ arcsin γ − 1]/kT}.  (25)

For this potential, in the harmonic-well approximation, the drift velocity is

v = 2aΓ₀ C(F) sinh u.  (26)

The hyperbolic sine survives because it comes from the difference between the two directions, while C multiplies both. At γ = 1, that is, at F = πE/(qa), the minimum and the maximum merge and no barrier is left. The hopping description fails at a lower field, once the forward barrier is no longer much higher than kT.

We have derived the hyperbolic-sine drift law and its weak-field mobility, and found that for a cosine barrier the correction multiplies both hop rates equally. What remains is to examine friction and field direction, put in numbers for oxygen vacancies in hafnium oxide, and see what the model leaves out.
